# Critical thickness of a single strained film from the Matthews–Blakeslee balance

## Problem

A crystalline film of thickness $h$ grows coherently on a thick (001) substrate. Its upper surface is free. Film and substrate are treated as isotropic elastic media with the same shear modulus $G$ and the same Poisson ratio $\nu=0.28$. Coherence forces an in-plane strain of magnitude $f=0.01$ on the film. Dislocations have Burgers vectors of length $b=0.384$ nm and belong to the slip system $\tfrac{a}{2}\langle101\rangle\{111\}$, with $a$ the cubic lattice parameter. The misfit dislocations they leave at the interface are of the 60-degree type: the angle $\alpha$ between Burgers vector and dislocation line is $60^\circ$.

A dislocation already threads the film from the interface to the surface. If its threading segment glides sideways, it lays down a misfit dislocation along the interface. Take the energy of that misfit dislocation per unit length to be proportional to $\ln(h/b)+C$, with core constant $C=1$.

(a) Derive the equation for the thickness at which the misfit stress just balances the line tension.

(b) Determine how many roots it has and which one is the critical thickness $h_c$, and calculate $h_c$.

(c) Find how $h_c$ responds to changes of the misfit and of the core constant, and find the largest misfit for which the equation has a solution.

## Solution

### (a) The force balance

**Stress in the film.** Let $z$ be the film normal. Coherence fixes $\varepsilon_{xx}=\varepsilon_{yy}=f$, and the free surface gives $\sigma_{zz}=0$. By symmetry $\sigma_{xx}=\sigma_{yy}=\sigma$. With Young's modulus $E=2G(1+\nu)$, Hooke's law reads

$$f=\frac{\sigma-\nu\sigma}{E}\quad\Rightarrow\quad \sigma=\frac{E f}{1-\nu}=2Gf\,\frac{1+\nu}{1-\nu}.$$

For $\nu=0.28$ this is $\sigma=3.556\,Gf$. We use magnitudes throughout; the sign of the Burgers vector is the one for which glide relieves the strain, whether the film is stretched or compressed.

**Driving force.** Let $\mathbf n$ be the unit normal of the interface, $\mathbf u$ the direction of the misfit line, and $\mathbf p=\mathbf n\times\mathbf u$ the direction in the interface normal to that line. The slip plane contains $\mathbf u$ and makes an angle $\theta$ with the interface. Within the slip plane, the direction normal to $\mathbf u$ is $\mathbf q=\cos\theta\,\mathbf p+\sin\theta\,\mathbf n$, and the slip-plane normal is $\mathbf m=-\sin\theta\,\mathbf p+\cos\theta\,\mathbf n$. The unit vector along the Burgers vector is

$$\hat{\mathbf b}=\cos\alpha\,\mathbf u+\sin\alpha\,\mathbf q .$$

Define $\lambda$ as the angle between $\hat{\mathbf b}$ and $\mathbf p$, so that $\cos\lambda=\sin\alpha\cos\theta$. The stress tensor is $\sigma(\mathbf 1-\mathbf n\mathbf n)$. Because $\hat{\mathbf b}\cdot\mathbf m=0$, the shear stress resolved on the slip system has magnitude

$$\tau=\sigma\,|(\hat{\mathbf b}\cdot\mathbf n)(\mathbf n\cdot\mathbf m)|=\sigma\sin\alpha\sin\theta\cos\theta=\sigma\sin\theta\cos\lambda .$$

The part of the slip plane inside the film is a strip of width $h/\sin\theta$. When the threading segment advances by unit length it sweeps the area $h/\sin\theta$, and the stress does work $\tau b$ per unit area. The driving force is therefore

$$F=\tau b\,\frac{h}{\sin\theta}=\sigma b h\cos\lambda .$$

The tilt of the slip plane has cancelled, apart from its role in fixing $\lambda$.

The name "60-degree dislocation" specifies $\alpha$; the slip system supplies $\lambda$. Take $\hat{\mathbf b}=[101]/\sqrt2$ and $\mathbf u=[110]/\sqrt2$. Then $\mathbf p=[\bar110]/\sqrt2$, and

$$\cos\alpha=\hat{\mathbf b}\cdot\mathbf u=\tfrac12,\qquad \cos\lambda=|\hat{\mathbf b}\cdot\mathbf p|=\tfrac12 .$$

**Energy of the misfit line.** Consider first a dislocation in an unbounded medium, between an inner radius $r_0$ and an outer radius $R$. Split its Burgers vector into a screw part $b_s=b\cos\alpha$ and an edge part $b_e=b\sin\alpha$.

The screw part has displacement $u_z=b_s\vartheta/2\pi$, where $\vartheta$ is the polar angle around the line. Its shear strain is $b_s/(2\pi r)$, so the energy per length is

$$\int_{r_0}^{R}\frac G2\left(\frac{b_s}{2\pi r}\right)^2 2\pi r\,dr=\frac{Gb_s^2}{4\pi}\ln\frac R{r_0}.$$

For the edge part, use local axes with $x$ along $b_e$ and $z$ along the line. The displacement is

$$u_x=\frac{b_e}{2\pi}\left[\vartheta+\frac{xy}{2(1-\nu)r^2}\right],\qquad
u_y=-\frac{b_e}{2\pi}\left[\frac{1-2\nu}{2(1-\nu)}\ln r+\frac{x^2-y^2}{4(1-\nu)r^2}\right].$$

Going once around the line raises $u_x$ by $b_e$, as required. Equilibrium demands $(1-2\nu)\nabla^2\mathbf u+\nabla(\nabla\cdot\mathbf u)=0$. Differentiation gives

$$\nabla\cdot\mathbf u=-\frac{b_e}{2\pi}\frac{1-2\nu}{1-\nu}\frac{y}{r^2},\qquad
\nabla^2\mathbf u=\frac{b_e}{2\pi(1-\nu)r^4}\,(-2xy,\;x^2-y^2).$$

Since $\nabla(y/r^2)=(-2xy,\;x^2-y^2)/r^4$, the two terms cancel. Hooke's law then gives the stresses

$$\sigma_{xy}=D\,\frac{x(x^2-y^2)}{r^4},\qquad \sigma_{yy}=D\,\frac{y(x^2-y^2)}{r^4},\qquad D=\frac{Gb_e}{2\pi(1-\nu)} .$$

The elastic energy equals half the work of the surface tractions on the displacements, taken over the two circles and the two faces of the cut $y=0$, $x>0$. On a circle the traction falls as $1/r$ while the arc length grows as $r$. The angular parts of $\mathbf u$ thus contribute equal and opposite amounts at $R$ and $r_0$. The term in $\ln r$ is constant on each circle and multiplies the net force in the $y$ direction. That force vanishes, because the traction component is $(\sigma_{xy}x+\sigma_{yy}y)/r=D\cos2\vartheta/r$, whose angular integral is zero. What remains is the cut, where the displacement jumps by $b_e$:

$$\frac{b_e}{2}\int_{r_0}^{R}\frac Dx\,dx=\frac{Gb_e^2}{4\pi(1-\nu)}\ln\frac R{r_0}.$$

The screw part strains only $xz$ and $yz$, the edge part only $xx$, $yy$ and $xy$. In an isotropic medium the energy density has no product of these two sets, so the energies add. The coefficient of the logarithm is

$$A=\frac{Gb^2}{4\pi}\left[\cos^2\alpha+\frac{\sin^2\alpha}{1-\nu}\right]
=\frac{Gb^2}{4\pi}\,\frac{(1-\nu)\cos^2\alpha+1-\cos^2\alpha}{1-\nu}
=\frac{Gb^2(1-\nu\cos^2\alpha)}{4\pi(1-\nu)} .$$

With the given data $A=0.1028\,Gb^2$.

**Effect of the free surface.** The misfit line lies at depth $h$ below the surface, and film and substrate have equal elastic constants. The only lengths in the elastic problem, besides $b$, are $h$ and $r_0$. For a given Poisson ratio and a given orientation of the Burgers vector, the energy divided by $Gb^2$ can therefore depend only on $h/r_0$. Reducing $r_0$ at fixed $h\gg r_0$ adds a thin shell in which the field is that of an unbounded medium, and so adds $A\,|dr_0|/r_0$. Hence the energy is $A[\ln(h/r_0)+\text{constant}]$.

A screw dislocation shows this directly. An image of opposite sign at height $h$ above the surface removes the surface traction. Along the cut from the line up to the surface the two stresses add. The work on the core circle is of order $Gb_s^2\,r_0/h$ and can be dropped for $h\gg r_0$, so the energy is given by the work on the cut,

$$\frac{Gb_s^2}{4\pi}\int_{r_0}^{h}\left(\frac1s+\frac1{2h-s}\right)ds=\frac{Gb_s^2}{4\pi}\ln\frac{2h-r_0}{r_0}\simeq\frac{Gb_s^2}{4\pi}\left[\ln\frac h{r_0}+\ln2\right].$$

The additive constant, the choice of $r_0$ and the energy of the non-elastic core are all gathered in the prescribed core constant. The line tension opposing the advance is

$$T=A\left[\ln\frac hb+1\right].$$

**Balance.** Setting $F=T$ gives

$$2Gf\,\frac{1+\nu}{1-\nu}\,b h\cos\lambda=\frac{Gb^2(1-\nu\cos^2\alpha)}{4\pi(1-\nu)}\left[\ln\frac hb+1\right].$$

The factors $G$, $1/(1-\nu)$ and one power of $b$ cancel. The result is the single-layer Matthews–Blakeslee equation,

$$\boxed{\,h=K\left[\ln\frac hb+1\right],\qquad K=\frac{b\,(1-\nu\cos^2\alpha)}{8\pi(1+\nu)f\cos\lambda}\,}$$

The factor $8\pi$ is the product of the $4\pi$ in the line energy and the 2 in the biaxial stress. Since the modulus has dropped out, a stiffer crystal with the same $\nu$, $b$ and $f$ has the same critical thickness in this model.

### (b) Roots and critical thickness

**Number of roots.** Put $x=h/b$ and $k=K/b$, and define

$$g(x)=x-k(\ln x+1),\qquad g'(x)=1-\frac kx,\qquad g''(x)=\frac k{x^2}>0 .$$

The function is convex, with its minimum at $x=k$, where $g(k)=-k\ln k$. It tends to $+\infty$ both for $x\to0$ and for $x\to\infty$. For $k>1$ the minimum is negative and there are two roots, one on each side of $k$. Moreover $g(1)=1-k<0$, so the smaller root satisfies $h<b$. A film thinner than the Burgers vector is outside continuum elasticity, and this root has no physical meaning.

The sign of $g$ is the sign of $F-T$. Between the roots the line tension wins and the threading segment does not lay down misfit dislocation. Above the larger root the misfit stress wins and the film can relax. The larger root is the critical thickness.

**Numbers.** First, $1-\nu\cos^2\alpha=1-0.28/4=0.93$. Then

$$K=\frac{0.384\ \text{nm}\times0.93}{8\pi\times1.28\times0.01\times0.5}=2.2202\ \text{nm},\qquad k=5.782 .$$

Here $k>1$, so a critical thickness exists.

**Solution by iteration.** Compute $h_{n+1}=K[\ln(h_n/b)+1]$, starting from $h_0=10$ nm:

$$h_1=2.2202\left[\ln\frac{10}{0.384}+1\right]\text{nm}=9.457\ \text{nm},$$

and then $9.334$, $9.304$, $9.297$, $9.296$, $9.295$ nm.

The sequence must converge. The right-hand side increases with $h$, so a value above $h_c$ is mapped to another value above $h_c$. Because $g>0$ there, the new value is smaller than the old one. A decreasing sequence bounded below by $h_c$ has a limit, and that limit must be a root. Near $h_c$ each step multiplies the error by the slope of the right-hand side, $K/h_c=0.239$. At the smaller root, $0.151$ nm, the slope is $14.7$, so the iteration moves away from it.

**Closed form.** The equation $x=k(\ln x+1)$ can be written $x=e^{x/k-1}$. With $w=-x/k$ this becomes

$$-kw=e^{-w-1}\quad\Rightarrow\quad we^w=-\frac1{ek}.$$

This is the defining equation of the Lambert function $W$. The larger root has $x>k$, that is $w<-1$, which selects the branch $W_{-1}$:

$$h_c=-K\,W_{-1}\!\left(-\frac{b}{eK}\right).$$

The argument is $-0.06363$, and numerical evaluation gives $W_{-1}=-4.1866$. Therefore

$$\boxed{\,h_c=2.2202\ \text{nm}\times4.1866=9.295\ \text{nm}\approx 93\ \text{Å}\,}$$

This is about 24 Burgers vectors, thick enough for the logarithm of $h/b$ to be a reasonable description of the elastic energy.

**Forces away from balance.** Dividing $F$ by $T$ gives

$$\frac FT=\frac{h}{K[\ln(h/b)+1]} .$$

At $h=5$ nm the ratio is $0.63$: the misfit stress supplies less than two thirds of the force needed. At $h=20$ nm it is $1.82$. The driving force grows in proportion to $h$, the tension only logarithmically, so a thick film favours relaxation.

### (c) Sensitivity and limits

**Misfit.** Write the equation as $h_c=KL$ with $L=\ln(h_c/b)+1=h_c/K$. Take logarithmic differentials, noting that $dL=d\ln h_c$ and $d\ln K=-d\ln f$:

$$d\ln h_c=-d\ln f+\frac{d\ln h_c}{L}\quad\Rightarrow\quad
\frac{d\ln h_c}{d\ln f}=-\frac1{1-K/h_c}=-1.31 .$$

The critical thickness falls faster than $1/f$. A larger misfit reduces $K$, and the thinner film also has a smaller logarithm, which lowers the line tension further.

Solving the balance numerically by root bracketing gives $h_c=22.5$ nm at $f=0.005$ and $3.59$ nm at $f=0.02$. Halving the misfit multiplies $h_c$ by $2.42$, while doubling it divides $h_c$ by $2.59$. The response is not a fixed power law, because $K/h_c=1/L$ changes with $f$. As $f\to0$, $L$ grows without limit and the exponent tends to $-1$.

**Core constant.** Replace the 1 in the bracket by $C$ and differentiate at fixed $K$:

$$dh_c=K\left(\frac{dh_c}{h_c}+dC\right)\quad\Rightarrow\quad
\frac{dh_c}{dC}=\frac{K}{1-K/h_c}=2.92\ \text{nm}.$$

To first order, an uncertainty of $0.5$ in $C$ shifts the answer by about $1.5$ nm, or 16 per cent of $h_c$. The digits in $9.295$ nm belong to the equation with $C=1$. With $C$ uncertain by $0.5$ either way, the model supports only an estimate of roughly 8 to 11 nm.

**Largest misfit.** The two roots merge when $k=1$, that is $K=b$, and they do so at $h=b$. Since $K\propto1/f$,

$$f_{\max}=\frac{1-\nu\cos^2\alpha}{8\pi(1+\nu)\cos\lambda}=kf=5.78\times0.01=5.78\ \text{per cent}.$$

This value is tied to $C=1$. For general $C$ the minimum of $g$ is $k(1-C-\ln k)$, so the roots merge at $k=h/b=e^{1-C}$ and $f_{\max}=5.78\,e^{C-1}$ per cent: 3.5 per cent for $C=0.5$ and 9.5 per cent for $C=1.5$. For $f>f_{\max}$ the formula gives $F>T$ at every thickness. This should not be read as a material limit on coherent growth. At $h=b$ the logarithmic line energy has already lost its basis, which required $h$ to be much larger than the core. At a misfit of 4 per cent the larger root is already down to about $3b$, so the equation becomes unreliable well before $f_{\max}$ is reached.

**What the criterion leaves out.** The balance describes the first misfit dislocation, formed from a threading dislocation that is already present. Any lattice resistance to glide would add to $T$. A resistance stress $\tau_p$ on the slip plane contributes $\tau_p bh/\sin\theta$, which grows with $h$ just as $F$ does. If $\tau_p<\tau$, the onset of relaxation moves to a larger thickness; if $\tau_p\ge\tau$, the force balance is not met at any thickness above $b$. This treats $\tau_p$ as a fixed threshold, independent of temperature and time. In covalent crystals such as silicon, glide at growth temperatures is thermally activated and proceeds below the athermal resistance; the lattice resistance then sets the rate of relaxation, and a film thicker than $h_c$ can stay coherent as a metastable state. If no threading dislocation is available, one must be created, and the present balance says nothing about that process. Once many misfit dislocations have formed, they reduce the remaining strain and interact with one another, so the full misfit $f$ can no longer be used in $F$. Finally, real cubic crystals are not isotropic. With the elastic constants of silicon ($C_{11}=165.7$, $C_{12}=63.9$, $C_{44}=79.6$ GPa) in both film and substrate, the ratio of $A/b^2$ to the biaxial modulus $\sigma/f$ is $0.0354$ instead of $0.0289$, and the same balance with $C=1$ gives about 12 nm, outside the range that the uncertainty in $C$ alone suggests.
